# Why Joining Two Diblocks into a Triblock Barely Changes the Lamellar Period

## Definitions and conventions

An AB diblock has $N$ segments, half of them A and half B. Every segment has volume $v$ and statistical length $b$, and the contact strength between the species is the dimensionless parameter $\chi$ per segment. Joining two such chains at their B ends gives the triblock A$(N/2)$–B$(N)$–A$(N/2)$, with $2N$ segments. I call each of its halves a half chain, so a diblock is one half chain and a triblock is two.

The melt is incompressible, its chains are Gaussian and all of one length, and it is treated in mean field. It forms flat lamellae with period $D$, the thickness of one A layer plus one B layer. Energies are in units of $kT$ and lengths in nm. The segregation strength is quoted as $\chi N$, with $N$ the half-chain length. Diblock and triblock are compared at the same $\chi$, $b$ and $v$.

The claim concerns strong segregation, meaning large $\chi N$. To leading order the two periods are equal. At finite $\chi N$ joining leaves a shift of a few per cent, which is estimated below.

## The energy of a diblock lamella

**Area.** One period contains two interfaces, so each interface serves a thickness $D/2$ of melt. If $\Sigma$ is the interfacial area per junction, then $\Sigma D/2=Nv$, or

$$\Sigma=\frac{2Nv}{D}.$$

**Interface.** The statistical weight $q$ of a Gaussian chain in a field $w$ per segment obeys $\partial q/\partial s=(b^2/6)q''-wq$. Near the interface the strands are long compared with the section crossing it, so $q$ may be taken as independent of $s$. Call it $\psi$, with $\phi=\psi^2$ the local volume fraction. Then $w\psi=(b^2/6)\psi''$. The conformational free energy per segment volume is $-w\phi$, which integrates to

$$-\int w\psi^2dx=-\frac{b^2}{6}\int\psi\psi''dx=\frac{b^2}{6}\int\psi'^2dx=\frac{b^2}{24}\int\frac{\phi'^2}{\phi}dx .$$

The boundary term vanishes because $\psi'$ is zero deep in either layer. The other species contributes the same expression with $\phi\to1-\phi$, and $1/\phi+1/(1-\phi)=1/[\phi(1-\phi)]$. With the contact energy added, the tension $\gamma$ satisfies

$$\frac{\gamma v}{kT}=\int\left[\frac{b^2\phi'^2}{24\,\phi(1-\phi)}+\chi\phi(1-\phi)\right]dx .$$

Since $X^2+Y^2\ge2XY$, the integral is at least $2b\sqrt{\chi/24}\int\phi'dx=b\sqrt{\chi/6}$. Equality requires $\phi'=(\sqrt{24\chi}/b)\,\phi(1-\phi)$. The solution is $\phi=\tfrac12[1+\tanh(2x/w_i)]$, for which $\phi'=(4/w_i)\phi(1-\phi)$, so the width is $w_i=2b/\sqrt{6\chi}$. The interfacial cost per half chain is therefore

$$\frac{\gamma\Sigma}{kT}=\frac{2Nb}{D}\sqrt{\frac{\chi}{6}} .$$

**Stretching.** Each layer holds two opposed brushes, so a block of $n=N/2$ segments fills a height $h=D/4$. Let $x$ be the distance from the interface and $s$ the segment count from the junction. A free end carries no tension, so $dx/ds=0$ there. Strands whose ends lie at different heights $x_0$ must all use the same number $n$ of segments to get from the end to the interface. A harmonic path has this property, because its quarter period does not depend on its amplitude:

$$x(s)=x_0\sin\frac{\pi s}{2n}.$$

This strand contributes $ds/dx=(2n/\pi)/\sqrt{x_0^2-x^2}$ segments per unit height. The end density $g(x_0)=x_0/[h\sqrt{h^2-x_0^2}]$ fills the layer evenly. To see this, put $u=x_0^2$:

$$\int_x^h g\,\frac{ds}{dx}\,dx_0=\frac{2n}{\pi h}\,\frac12\int_{x^2}^{h^2}\frac{du}{\sqrt{(h^2-u)(u-x^2)}}=\frac{2n}{\pi h}\cdot\frac{\pi}{2}=\frac nh .$$

The elastic energy of one strand is

$$\frac{3}{2b^2}\int_0^n\left(\frac{dx}{ds}\right)^2ds=\frac{3}{2b^2}\,x_0^2\,\frac{\pi^2}{4n^2}\,\frac n2=\frac{3\pi^2x_0^2}{16nb^2}.$$

With $x_0=h\sin\theta$, $g\,dx_0=\sin\theta\,d\theta$, so the mean of $x_0^2$ is $h^2\int_0^{\pi/2}\sin^3\theta\,d\theta=2h^2/3$. The mean energy is $\pi^2h^2/(8nb^2)$. Inserting $h=D/4$ and $n=N/2$ gives $\pi^2D^2/(64Nb^2)$ per block, and twice that for the two blocks.

**Period.** The sum is

$$F_{\rm di}(D)=\alpha D^2+\frac cD,\qquad \alpha=\frac{\pi^2}{32Nb^2},\qquad c=2Nb\sqrt{\frac\chi6}.$$

Setting $2\alpha D-c/D^2=0$ gives $D^3=c/(2\alpha)$, so

$$D=\left(\frac{32}{\pi^2}\right)^{1/3}\left(\frac\chi6\right)^{1/6}bN^{2/3}=1.098\,\chi^{1/6}bN^{2/3}.$$

## Why joining does not move the minimum

The length $N$ entered through two quantities: the area per junction, and the number of segments between a junction and the point where the tension vanishes. Joining changes neither.

A triblock has twice the volume of a diblock but also two junctions, so the area per junction is still $2Nv/D$. Its middle block has $N$ segments and both of its ends lie on interfaces. If it returns to the interface it started from, it forms a loop with path

$$x(s)=x_0\sin\frac{\pi s}{N},\qquad 0\le s\le N .$$

At the middle, $s=N/2$, the slope is zero. The tension vanishes there just as it does at a free end, and each half of the loop is the diblock strand found above. Taking the diblock melt and joining B ends in pairs at equal heights therefore leaves the density and the leading energy unchanged.

Nor can the triblock do better at this order. Cutting every triblock at its middle turns any arrangement into an allowed diblock arrangement with the same elastic and interfacial energy, so the triblock energy is at least $2F_{\rm di}(D)$. Loops reach this bound. Hence

$$F_{\rm tri}(D)=2F_{\rm di}(D)+F_{\rm join}(D),$$

where $F_{\rm join}$ is of lower order. The factor 2 multiplies the whole curve and leaves its minimum in place.

An unjoined diblock of length $2N$ is different. It has one junction for the same volume, and strands of $N$ segments rather than $N/2$. Its period is larger by $2^{2/3}=1.587$ at leading order.

The same reasoning gives the opposite result for a long alternating multiblock whose blocks all have $N/2$ segments. Apart from the chain ends, each block is tied at both ends and acts as two strands of $N/4$. These are the strands of a symmetric diblock of length $N/2$, so at leading order the period falls to $2^{-2/3}=0.63$ of the original. This number is a limit for large $\chi N/2$, and the ratio at finite segregation differs from it. At leading order, joining leaves the period unchanged when it joins free ends of the same species in pairs, so that the joined block is twice as long. It shortens the period when it ties down blocks that were free without lengthening them, as happens when an A end is joined to a B end.

## Bridges

A middle block may also cross the B layer and end on the opposite interface. In the leading-order picture a half chain that reaches the midplane after exactly $N/2$ segments has $x_0=h$ and arrives with zero slope. A bridge is thus two such strands meeting at the midplane, with the same energy as a loop that just touches it.

Bridges need not be rare, because strand ends are found near the midplane. In the strong-segregation end density, the fraction within a depth $\xi$ of it is

$$\int_{h-\xi}^h g\,dx_0=\sqrt{1-(1-\xi/h)^2},$$

which is 0.6 for $\xi/h=0.2$. At finite segregation the ends are spread more evenly and this fraction is smaller, but the chains also wander about their leading-order paths. A chain middle near the midplane can then connect to either side. For the example below, the mean-field calculation gives 42% bridges and 58% loops, a bridge being a chain whose junctions lie on opposite sides of the B midplane. Near equality of the periods therefore does not require all chains to be loops.

## What joining costs

Two ends that were independent must now coincide. In given fields, let $G(x)$ be the total weight of a half chain whose B end is at $x$. With $V$ the volume, the single-chain partition functions are

$$Q_{\rm di}=\frac1V\int G\,dV,\qquad Q_{\rm tri}=\frac1V\int G^2\,dV .$$

The normalized end density $p=G/Q_{\rm di}$ has volume mean 1, so $Q_{\rm tri}/Q_{\rm di}^2=\langle p^2\rangle$, where the brackets denote a volume mean.

The mean-field free energy consists of $-\ln Q$ plus terms that depend on the fields and densities per half chain and have the same form in both melts. It is stationary at the self-consistent solution. Inserting the diblock solution into the triblock functional therefore causes an error of second order in the difference between the two solutions. The common terms cancel from $F_{\rm tri}-2F_{\rm di}$, leaving

$$F_{\rm join}(D)\approx-\ln\langle p^2\rangle .$$

Constants independent of $D$, such as the volume within which a bond forms, have been dropped. The sign of $F_{\rm join}$ therefore does not say whether joining is favourable; its slope is what matters here. For scale, ends spread evenly over the B half of the volume have $p=2$ there and $\langle p^2\rangle=2$.

To find the shift, write $\ell=\ln D$ and let primes now denote derivatives with respect to $\ell$. Near the diblock minimum, the condition $2F_{\rm di}''\,\delta\ell+F_{\rm join}'=0$ gives

$$\delta\ln D\approx\frac{1}{2F_{\rm di}''}\frac{d\ln\langle p^2\rangle}{d\ln D}.$$

From $F_{\rm di}=\alpha e^{2\ell}+ce^{-\ell}$ the curvature is $4\alpha D^2+c/D$. At the minimum $c/D=2\alpha D^2$, hence

$$F_{\rm di}''=6\alpha D^2=\frac{3\pi^2D^2}{16Nb^2}\propto(\chi N)^{1/3}.$$

The overlap $\langle p^2\rangle$ varies slowly. In the B layer the strong-segregation form is $p=2hg$, and the layer is half the volume. The integral of $p^2$ diverges at the midplane, where thermal wandering blurs the density. Spreading the ends within a depth $\xi$ of the midplane evenly over that depth gives

$$\langle p^2\rangle=2h\int_0^{h-\xi}g^2dx+\frac{2h}{\xi}\left[1-\left(1-\frac{\xi}{h}\right)^2\right]=2+\ln\frac{2h-\xi}{\xi}.$$

For $\xi=h$ this returns the value 2 of an even spread. The formula indicates the trend at very large $\chi N$ only: the value 2.056 computed for the example below corresponds to $\xi\approx0.97h$, so there the ends are spread almost evenly and the midplane peak has not developed.

This grows only logarithmically as $\xi/h$ falls. If $\xi/h$ follows a power of $D$, the logarithmic slope of $\langle p^2\rangle$ stays bounded at large segregation, while the curvature grows without limit. The relative shift then tends to zero.

## Numbers for a lithographic pitch

Take $N=300$, $\chi=0.20$, $b=0.60$ nm and $v=0.118$ nm³. Then $\chi N=60$ and $b\sqrt N=10.39$ nm. The leading formula gives

$$D=1.098\times60^{1/6}\times10.39\ {\rm nm}=22.6\ {\rm nm}$$

for both the diblock and the triblock.

A self-consistent field calculation drops the strong-segregation assumption. It solves the chain equation in fields generated by the densities themselves, then relaxes the period. The results are:

| $\chi N$ | triblock / diblock period | diblock period / leading formula |
|---|---|---|
| 30 | 1.040 | 0.944 |
| 60 | 1.026 | 0.975 |
| 120 | 1.018 | 0.991 |

At $\chi N=60$ the diblock period is 22.0 nm and the triblock period 22.6 nm. The unjoined diblock of $2N$ segments has 35.5 nm, a factor 1.61 above the diblock of $N$. This exceeds 1.587 because the longer chain, at $\chi N=120$ in the table, lies closer to its leading formula. The triblock's agreement with the leading formula at 22.6 nm is a cancellation: finite segregation lowers the period by 2.5%, and joining raises it by about the same amount.

The joining argument can be tested at the same point. At equal $D$ the full calculation gives $F_{\rm join}=-0.70\,kT$, against $-\ln 2.056=-0.72\,kT$ from the end overlap. The slope of $\ln\langle p^2\rangle$ is 0.451 and the computed curvature is $7.50\,kT$, compared with $8.31\,kT$ from the leading expression at the same $D$. The predicted shift is

$$\delta\ln D\approx\frac{0.451}{2\times7.50}=0.030,$$

whereas the full calculation gives 0.025. The estimate has the right sign and size but is about 20% above the computed shift. The positive slope explains the sign: at a larger period the ends are distributed less evenly, so two of them coincide more readily, and joining favours a slightly thicker lamella.

Between $\chi N=30$ and 120 the shift falls from 4.0% to 1.8%, a factor 0.44. The curvature law alone would give $4^{-1/3}=0.63$. That law leaves out changes in the overlap slope, corrections to the leading curvature and the error of the first-order estimate itself, so it gives the trend but not the exact factor.

## Beside real films

These parameters are illustrative values in the rough range of high-$\chi$ block copolymers for directed self-assembly, where pitches of a few tens of nm are of interest. A $\chi$ of 0.20 is high compared with the few hundredths of more weakly segregating materials.

One practical departure is an error in chain length. At fixed $\chi$, chains 10% longer than intended raise the leading period by $1.1^{2/3}-1=6.6\%$, more than twice the effect of joining. A spread of lengths within one batch also changes the brush energy, and that effect is not sized here. Unequal segment lengths and film surfaces are left out as well.

A guiding pattern can impose the pitch. If it holds the triblock at the diblock's natural period, the elastic penalty is about $\tfrac12(2F_{\rm di}'')(\delta\ln D)^2=7.50\times0.025^2\approx0.005\,kT$ per triblock. This estimate assumes defect-free lamellae and ignores the energies of the pattern and surfaces.

Other approximations can be judged from the same numbers:

- **Chain extension.** On the leading-order paths the largest extension per segment is $\pi h/(2n)=0.096\,b$. Next to the junction the repulsion between the species pulls segments away faster, at roughly $b^2/(3w_i)\approx0.2\,b$ per segment at the centre of the interface and up to twice that on the side rich in the other species. These values are below $b$ by a factor of about three or more, so the Gaussian spring law is reasonable.
- **Interface.** The infinite-chain formula gives a width of 1.1 nm, or $1.8\,b$; at finite segregation the interface is somewhat broader. A continuous-chain description is marginal at that scale, and real segment structure could alter the tension.
- **Fluctuations.** The standard Fredrickson–Helfand estimate raises the diblock ordering point from $\chi N=10.5$ to $10.5+41\bar N^{-1/3}\approx14.6$, with $\bar N=Nb^6/v^2\approx1000$. That is a rough use of a large-$\bar N$ formula, but the example at 60 is well inside the ordered region.

Equal periods do not imply equal materials. The bridges tie neighbouring A layers together, a connection that the diblock melt lacks. The full set of computed values is in the numerical output below.

## Computed results

```
half-chain length N = 300 segments, triblock 600 segments
chi = 0.20, b = 0.60 nm, segment volume = 0.118 nm^3
chi N (half chain) = 60.0, b sqrt(N) = 10.392 nm
brush energy coefficient = 1.23370 kT
interfacial tension = 0.9283 kT/nm^2
interface width = 1.095 nm = 1.83 b
strong-segregation prefactor D/(b chi^(1/6) N^(2/3)) = 1.0980
strong-segregation period, diblock N and triblock = 22.58 nm
strong-segregation energy per half chain = 4.367 kT
SCF periods in b sqrt(N): chi N, diblock, triblock, ratio, diblock/strong-seg.
    30  1.8276  1.9012  1.0403  0.9443
    60  2.1187  2.1727  1.0255  0.9752
   120  2.4169  2.4599  1.0178  0.9911
SCF period, diblock N = 22.02 nm
SCF period, triblock 2N = 22.58 nm
SCF period, unjoined diblock 2N = 35.52 nm
ratio diblock 2N / diblock N = 1.6133; 2^(2/3) = 1.5874
mean of p^2 over the volume = 2.0558
joining energy at equal D: SCF -0.6982 kT, -ln<p^2> -0.7207 kT
d ln<p^2> / d ln D = 0.4511
curvature of F_di in ln D: SCF 7.504 kT, leading 8.307 kT
shift of ln D by joining: SCF 0.0252, estimate 0.0301
bridge fraction = 0.4184, loop fraction = 0.5816
mesh 48 to 64 shift: diblock -7.5e-09 nm, triblock -1.4e-08 nm
invariant degree of polymerization (half chain) = 1005
diblock ordering chi N: mean field 10.495, with fluctuations 14.59
largest mean stretch per segment / b = 0.096
period change for 10 % longer chains = 6.56 %
```
